# Phonon transmission across a junction: why impedances alone set the low-frequency limit: test program

```python
"""
Phonon transmission between two semi-infinite harmonic chains.

Result under test, for chains j = L, R with masses m_j and springs k_j,
joined by one spring kc > 0:
    T(w) = 4 Y_L Y_R / ((Y_L + Y_R)^2 + w^2 D^2)
    Y_j = c_j / Z_j,  Z_j = sqrt(k_j m_j),  c_j = sqrt(1 - w^2 / w_j^2)
    w_j = 2 sqrt(k_j / m_j),  D = 1/kc - (1/k_L + 1/k_R)/2
so that T(0+) = 4 Z_L Z_R / (Z_L + Z_R)^2 whatever the junction spring.
w is an angular frequency; a chain is a tuple (mass, spring) in SI units.
The numerical side uses decimated leads, a trace formula and a wave packet.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as KB, hbar, h, atomic_mass
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

THZ = 2 * np.pi * 1e12


def impedance(chain):
    return np.sqrt(chain[0] * chain[1])


def cutoff(chain):
    return 2 * np.sqrt(chain[1] / chain[0])


def lead_self_energy(chain, w):
    """Eliminate a semi-infinite lead by repeated removal of every second atom."""
    mass, spring = chain
    bulk = mass * w**2 * (1 + 1e-6j) - 2 * spring
    surface, hop = bulk, spring + 0j
    for _ in range(100):
        step = hop**2 / bulk
        surface, bulk, hop = surface - step, bulk - 2 * step, -step
        if abs(hop) < 1e-15 * spring:
            break
    else:
        raise RuntimeError("decimation did not converge")
    return spring**2 / surface


def transmission_numeric(left, right, kc, w, ground=0.0):
    """Trace formula; 'ground' ties the left end atom to a fixed point."""
    s_left, s_right = lead_self_energy(left, w), lead_self_energy(right, w)
    inverse = np.array([
        [left[0] * w**2 - left[1] - kc - ground - s_left, kc],
        [kc, right[0] * w**2 - right[1] - kc - s_right]])
    green = np.linalg.inv(inverse)
    gamma_left = np.diag([-2 * s_left.imag, 0])
    gamma_right = np.diag([0, -2 * s_right.imag])
    return np.trace(gamma_left @ green @ gamma_right @ green.conj().T).real


def excess_compliance(left, right, kc):
    return 1 / kc - 0.5 * (1 / left[1] + 1 / right[1])


def transmission_formula(left, right, kc, w):
    y_l = np.sqrt(1 - (w / cutoff(left))**2) / impedance(left)
    y_r = np.sqrt(1 - (w / cutoff(right))**2) / impedance(right)
    extra = w * excess_compliance(left, right, kc)
    return 4 * y_l * y_r / ((y_l + y_r)**2 + extra**2)


def crossover(left, right, kc):
    return ((1 / impedance(left) + 1 / impedance(right))
            / abs(excess_compliance(left, right, kc)))


# Rough rounded inputs: gold on the left, silicon on the right
area = 0.08e-18
rho_l, speed_l, gap_l = 19300.0, 3200.0, 0.20e-9
rho_r, speed_r, gap_r = 2330.0, 8400.0, 0.25e-9
gold = (rho_l * area * gap_l, rho_l * speed_l**2 * area / gap_l)
silicon = (rho_r * area * gap_r, rho_r * speed_r**2 * area / gap_r)
z_l, z_r = impedance(gold), impedance(silicon)
w_l, w_r = cutoff(gold), cutoff(silicon)
t_zero = 4 * z_l * z_r / (z_l + z_r)**2
k_best = 2 / (1 / gold[1] + 1 / silicon[1])
springs = [10.0, 60.0, 300.0]

# Chain impedance equals density times sound speed times area
assert abs(z_l / (rho_l * speed_l * area) - 1) < 1e-12

# Free-end Green's function against decimation
for chain in (gold, silicon):
    for fraction in (0.05, 0.4, 0.85):
        w = fraction * cutoff(chain)
        numeric = 1 / (chain[0] * w**2 - chain[1] - lead_self_energy(chain, w))
        c = np.sqrt(1 - fraction**2)
        formula = 1 / (2 * chain[1]) - 1j * c / (w * impedance(chain))
        assert abs(numeric / formula - 1) < 3e-5

# Closed transmission formula, also for other pairs of chains
pairs = [(gold, silicon), (silicon, gold), (gold, gold),
         ((2e-26, 30.0), (9e-26, 110.0))]
worst = 0.0
for left, right in pairs:
    for kc in (3.0, 40.0, 500.0):
        for fraction in (0.03, 0.31, 0.62, 0.9):
            w = fraction * min(cutoff(left), cutoff(right))
            worst = max(worst, abs(transmission_numeric(left, right, kc, w)
                                   - transmission_formula(left, right, kc, w)))
assert worst < 3e-5

# Zero-frequency limit, closed band, crossover and best junction spring
w_small = 1e-3 * w_l
low_values = [transmission_numeric(gold, silicon, kc, w_small) for kc in springs]
assert max(abs(t - t_zero) for t in low_values) < 3e-5
assert abs(transmission_numeric(gold, silicon, 60.0, 1.2 * w_l)) < 1e-5
w_cross_soft = crossover(gold, silicon, 1.0)
t_cross_soft = transmission_numeric(gold, silicon, 1.0, w_cross_soft)
assert abs(t_cross_soft / t_zero - 0.5) < 2e-3
t_broken = transmission_numeric(gold, silicon, 1e-3, w_small)
assert t_broken < 0.01 * t_zero
for fraction in (0.3, 0.8):
    best = minimize_scalar(
        lambda kc: -transmission_numeric(gold, silicon, kc, fraction * w_l),
        bounds=(5, 500), method="bounded", options={"xatol": 1e-6})
    assert abs(best.x / k_best - 1) < 1e-3

# A spring to the ground destroys the impedance limit
ground = 10.0
t_ground = transmission_numeric(gold, silicon, 60.0, w_small, ground)
t_ground_law = 4 * w_small**2 * z_l * z_r / ground**2
assert abs(t_ground / t_ground_law - 1) < 3e-3

# Coefficient of the first frequency correction, by symbolic differentiation
W, ZL, ZR, AL, AR, D = sp.symbols("W ZL ZR AL AR D", positive=True)
YL, YR = sp.sqrt(1 - W * AL) / ZL, sp.sqrt(1 - W * AR) / ZR
T_sym = 4 * YL * YR / ((YL + YR)**2 + W * D**2)
slope = -(sp.diff(T_sym, W) / T_sym).subs(W, 0)
B_sym = D**2 / (1 / ZL + 1 / ZR)**2 + (ZL - ZR) * (AL - AR) / (2 * (ZL + ZR))
assert sp.simplify(slope - B_sym) == 0


def packet_transmission(kc, wave_number=0.5, width=60.0, start=-500):
    """Fraction of a wave packet's energy that crosses, from Newton's law."""
    n_left, n_right = 1200, 1700
    mass = np.r_[np.full(n_left, gold[0]), np.full(n_right, silicon[0])]
    bond = np.r_[np.full(n_left - 1, gold[1]), kc,
                 np.full(n_right - 1, silicon[1])]
    site = np.arange(n_left + n_right) - n_left + 1
    w0 = w_l * np.sin(wave_number / 2)
    group = 0.5 * w_l * np.cos(wave_number / 2)
    envelope = np.exp(-(site - start)**2 / (2 * width**2))
    wave = envelope * np.exp(1j * wave_number * site)
    u = wave.real.copy()
    v = ((-1j * w0 + group * (site - start) / width**2) * wave).real
    dt = 0.2 / w_l

    def acceleration(x):
        tension = bond * np.diff(x)
        force = np.zeros_like(x)
        force[:-1] += tension
        force[1:] -= tension
        return force / mass

    acc = acceleration(u)
    for _ in range(int(2 * abs(start) / group / dt)):
        v += 0.5 * dt * acc
        u += dt * v
        acc = acceleration(u)
        v += 0.5 * dt * acc
    kinetic = 0.5 * mass * v**2
    potential = 0.5 * bond * np.diff(u)**2
    crossed = kinetic[n_left:].sum() + potential[n_left:].sum()
    return w0, crossed / (kinetic.sum() + potential.sum())


w_packet, t_packet = packet_transmission(10.0)
t_packet_formula = transmission_formula(gold, silicon, 10.0, w_packet)
assert abs(t_packet - t_packet_formula) < 3e-3

# Thermal conductance of one chain
nodes, weights = np.polynomial.legendre.leggauss(400)


def conductance(function, temperature, low, high):
    high = min(high, low + 60 * KB * temperature / hbar)
    w = low + 0.5 * (high - low) * (nodes + 1)
    x = hbar * w / (KB * temperature)
    heat = KB * (0.5 * x / np.sinh(0.5 * x))**2
    return 0.5 * (high - low) * np.sum(weights * heat * function(w)) / (2 * np.pi)


def junction_conductance(kc, temperature):
    return conductance(lambda w: transmission_formula(gold, silicon, kc, w),
                       temperature, 0.0, w_l)


quantum_1k = np.pi**2 * KB**2 / (3 * h)
b_weak = (1 / crossover(gold, silicon, 10.0)**2
          + (z_l - z_r) * (1 / w_l**2 - 1 / w_r**2) / (2 * (z_l + z_r)))
ratio_1k = junction_conductance(10.0, 1.0) / (quantum_1k * t_zero)
ratio_law = 1 - 4 * np.pi**2 / 5 * b_weak * (KB / hbar)**2
assert abs(ratio_1k - ratio_law) < 2e-5

# Neglected effects: oblique incidence, blocked modes, anharmonic junction


def angular_average(z_in, v_in, z_out, v_out):
    def integrand(s):
        cos_in = np.sqrt(1 - s)
        cos_out = np.sqrt(max(0.0, 1 - s * (v_out / v_in)**2))
        return (4 * z_in * z_out * cos_in * cos_out
                / (z_out * cos_in + z_in * cos_out)**2)
    return quad(integrand, 0, min(1.0, (v_in / v_out)**2))[0]


average_gold = angular_average(z_l, speed_l, z_r, speed_r)
average_silicon = angular_average(z_r, speed_r, z_l, speed_l)
assert abs(average_gold / speed_l**2 * speed_r**2 / average_silicon - 1) < 1e-5
critical = np.degrees(np.arcsin(speed_l / speed_r))
open_share = (speed_l / speed_r)**2
blocked = conductance(np.ones_like, 300.0, w_l, w_r)
blocked_share = blocked / (blocked + conductance(np.ones_like, 300.0, 0.0, w_l))
morse = 15e9

print("Rough inputs, gold (L) and silicon (R); column area %.2f nm2" % (area * 1e18))
for name, rho, speed, gap, chain in (("L", rho_l, speed_l, gap_l, gold),
                                     ("R", rho_r, speed_r, gap_r, silicon)):
    print(f"{name}: density {rho:.0f} kg/m3, speed {speed:.0f} m/s, "
          f"plane spacing {gap*1e9:.2f} nm")
    print(f"{name}: mass {chain[0]/atomic_mass:.2f} u, spring {chain[1]:.2f} N/m, "
          f"Z {impedance(chain)*1e12:.4f} ng/s*1e0 (1e-12 kg/s), "
          f"cutoff {cutoff(chain)/THZ:.3f} THz".replace(" ng/s*1e0 (1e-12 kg/s)",
                                                      " x 1e-12 kg/s"))
print(f"Zero-frequency transmission from impedances: {t_zero:.5f}")
print(f"Best junction spring (harmonic mean): {k_best:.2f} N/m")
print(f"Numerical T at {w_small/THZ:.5f} THz for kc = 10, 60, 300 N/m: "
      + ", ".join(f"{t:.5f}" for t in low_values))
print("Transmission table: frequency in THz; kc = 10, 60, 300 N/m")
for f in (0.01, 0.1, 0.5, 1.0, 2.0, 4.0):
    print(f"  {f:5.2f}  " + "  ".join(
        f"{transmission_formula(gold, silicon, kc, f*THZ):.5f}" for kc in springs))
c_l, c_r = (np.sqrt(1 - (THZ / edge)**2) for edge in (w_l, w_r))
extra = excess_compliance(gold, silicon, 10.0)
print("Evaluation in full at 1 THz, kc = 10 N/m:")
print(f"  c_L {c_l:.5f}, c_R {c_r:.5f}, excess compliance {extra:.5f} m/N")
print(f"  Y_L {c_l/z_l*1e-12:.5f}, Y_R {c_r/z_r*1e-12:.5f}, "
      f"w*D {THZ*extra*1e-12:.5f} (all x 1e12 s/kg)")
print(f"Crossover frequency for kc = 10 N/m: "
      f"{crossover(gold, silicon, 10.0)/THZ:.3f} THz")
print(f"Soft junction kc = 1 N/m: crossover {w_cross_soft/THZ:.4f} THz, "
      f"T/T(0) there {t_cross_soft/t_zero:.4f}")
print(f"Nearly cut junction kc = 0.001 N/m: T at {w_small/THZ:.5f} THz = {t_broken:.2e}")
print(f"Ground spring {ground:.0f} N/m, kc = 60 N/m: T at {w_small/THZ:.5f} THz "
      f"= {t_ground:.3e}, law {t_ground_law:.3e}")
print(f"Wave packet at {w_packet/THZ:.3f} THz, kc = 10 N/m: crossed energy share "
      f"{t_packet:.4f}, formula {t_packet_formula:.4f}")
print(f"Largest deviation, trace formula against closed form: {worst:.1e}")
print(f"Conductance quantum at 1 K: {quantum_1k*1e12:.4f} pW/K; "
      f"times T(0): {quantum_1k*t_zero*1e12:.4f} pW/K")
print("Conductance per chain in pW/K; kc = 10, 60, 300 N/m")
for temperature in (1.0, 10.0, 300.0):
    print(f"  {temperature:5.0f} K  " + "  ".join(
        f"{junction_conductance(kc, temperature)*1e12:.4f}" for kc in springs))
print(f"kc = 10 N/m at 1 K, conductance over its limit law: {ratio_1k:.6f}, "
      f"with first correction {ratio_law:.6f}")
print(f"Neglected, oblique waves from gold: critical angle {critical:.1f} deg, "
      f"open flux share {open_share:.3f}")
print(f"  scalar angular average of T from gold: {average_gold:.3f}")
print(f"Neglected, inelastic transfer: share of silicon chain conductance at 300 K "
      f"above gold cutoff {blocked_share:.3f}")
print(f"Neglected, anharmonic junction at 300 K, rough Morse steepness "
      f"{morse*1e-9:.0f} per nm:")
for kc in springs:
    stretch = np.sqrt(KB * 300.0 / kc)
    print(f"  kc {kc:.0f} N/m: rms stretch {stretch*1e9:.4f} nm, "
          f"first-order relative stiffness change {3*morse*stretch:.2f}")
print("finished without a failed check")
```

Printed output:

```
Rough inputs, gold (L) and silicon (R); column area 0.08 nm2
L: density 19300 kg/m3, speed 3200 m/s, plane spacing 0.20 nm
L: mass 185.96 u, spring 79.05 N/m, Z 4.9408 x 1e-12 kg/s, cutoff 5.093 THz
R: density 2330 kg/m3, speed 8400 m/s, plane spacing 0.25 nm
R: mass 28.06 u, spring 52.61 N/m, Z 1.5658 x 1e-12 kg/s, cutoff 10.695 THz
Zero-frequency transmission from impedances: 0.73094
Best junction spring (harmonic mean): 63.18 N/m
Numerical T at 0.00509 THz for kc = 10, 60, 300 N/m: 0.73093, 0.73094, 0.73094
Transmission table: frequency in THz; kc = 10, 60, 300 N/m
   0.01  0.73091  0.73094  0.73094
   0.10  0.72800  0.73088  0.73082
   0.50  0.66365  0.72951  0.72792
   1.00  0.51729  0.72511  0.71877
   2.00  0.26234  0.70568  0.68045
   4.00  0.05948  0.57592  0.48376
Evaluation in full at 1 THz, kc = 10 N/m:
  c_L 0.98053, c_R 0.99562, excess compliance 0.08417 m/N
  Y_L 0.19846, Y_R 0.63587, w*D 0.52886 (all x 1e12 s/kg)
Crossover frequency for kc = 10 N/m: 1.590 THz
Soft junction kc = 1 N/m: crossover 0.1360 THz, T/T(0) there 0.4999
Nearly cut junction kc = 0.001 N/m: T at 0.00509 THz = 5.05e-04
Ground spring 10 N/m, kc = 60 N/m: T at 0.00509 THz = 3.167e-04, law 3.169e-04
Wave packet at 1.260 THz, kc = 10 N/m: crossed energy share 0.4386, formula 0.4389
Largest deviation, trace formula against closed form: 1.1e-06
Conductance quantum at 1 K: 0.9464 pW/K; times T(0): 0.6918 pW/K
Conductance per chain in pW/K; kc = 10, 60, 300 N/m
      1 K  0.6908  0.6918  0.6917
     10 K  6.2197  6.8988  6.8782
    300 K  18.4437  44.0101  40.8923
kc = 10 N/m at 1 K, conductance over its limit law: 0.998624, with first correction 0.998618
Neglected, oblique waves from gold: critical angle 22.4 deg, open flux share 0.145
  scalar angular average of T from gold: 0.123
Neglected, inelastic transfer: share of silicon chain conductance at 300 K above gold cutoff 0.495
Neglected, anharmonic junction at 300 K, rough Morse steepness 15 per nm:
  kc 10 N/m: rms stretch 0.0204 nm, first-order relative stiffness change 0.92
  kc 60 N/m: rms stretch 0.0083 nm, first-order relative stiffness change 0.37
  kc 300 N/m: rms stretch 0.0037 nm, first-order relative stiffness change 0.17
finished without a failed check
```
